# Diffusion-limited electron capture by an oppositely charged acceptor

An energetic photon absorbed in a photoresist sets electrons free. After losing their excess energy, those that escape the positive charges they left behind wander through the film until something captures them. If the captor is the cation of an acid generator, the capture can break the cation apart and so begin the chemistry that leads to acid. A neutral captor has to wait for an electron to stumble on it, whereas a cation pulls electrons in from a distance. How much faster does that make the capture, if the cation stands alone?

## 1. The neutral acceptor

Put one immobile acceptor at the origin of a uniform medium. Electrons diffuse with coefficient \(D\), do not interact with one another, and are captured as soon as they reach the distance \(R\). Far away their concentration is held at \(c_0\). The rate coefficient \(k\) is defined by writing the number captured per unit time as \(I=kc_0\).

In the steady state no electrons accumulate between two concentric spheres, so the same inward current \(I\) crosses every sphere. For diffusion alone, the inward flux density is \(D\,dc/dr\), positive when the concentration rises outward. Hence
\[
4\pi r^2D\frac{dc}{dr}=I ,\qquad \frac{dc}{dr}=\frac{I}{4\pi D\,r^2}.
\]
Integrating from \(R\), where \(c=0\), gives
\[
c(r)=\frac{I}{4\pi D}\left(\frac1R-\frac1r\right).
\]
At infinity this must equal \(c_0\), so \(I=4\pi DRc_0\) and
\[
k_0=4\pi DR,\qquad \frac{c(r)}{c_0}=1-\frac Rr. \tag{1}
\]
The rate is proportional to the radius, not to the area, of the target. A larger sphere has more surface but a gentler concentration gradient at it.

**Limit: how the steady state is reached.** Start with \(c=c_0\) everywhere outside \(R\) and switch on the capture at \(t=0\). The deficit \(u=c_0-c\) obeys the spherical diffusion equation, and the product \(w=ru\) then obeys the one-dimensional one, \(\partial_t w=D\,\partial_r^2w\). The conditions are \(w=c_0R\) at \(r=R\), and \(w=0\) at the start. The solution is
\[
w=c_0R\,\operatorname{erfc}(z),\qquad z=\frac{r-R}{\sqrt{4Dt}},
\]
since both \(\partial_t\operatorname{erfc}(z)\) and \(D\,\partial_r^2\operatorname{erfc}(z)\) equal \(z e^{-z^2}/(\sqrt\pi\,t)\). With \(c=c_0-w/r\), the gradient at the surface is
\[
\left.\frac{dc}{dr}\right|_R=\frac{c_0}{R}+\frac{c_0}{\sqrt{\pi Dt}} .
\]
The first term comes from differentiating \(1/r\), the second from differentiating \(\operatorname{erfc}\). Multiplying by \(4\pi R^2D/c_0\) gives
\[
k_0(t)=4\pi DR\left(1+\frac{R}{\sqrt{\pi Dt}}\right). \tag{2}
\]
The long-time limit is (1), but the excess dies only as \(t^{-1/2}\), because the depletion \(R/r\) has to spread to large distances.

## 2. Adding the attraction

Now give the acceptor the charge \(+e\). In a medium of relative permittivity \(\varepsilon_r\), and with no other charges screening the field, the potential energy of an electron is
\[
U(r)=-\frac{e^2}{4\pi\varepsilon_0\varepsilon_r r}=-k_BT\,\frac{r_c}{r},\qquad
r_c=\frac{e^2}{4\pi\varepsilon_0\varepsilon_rk_BT}. \tag{3}
\]
The Onsager radius \(r_c\) is the distance at which the Coulomb energy equals \(k_BT\) in size.

Suppose that the electrons are thermalized and that friction dominates their motion. The force \(-dU/dr\) then produces a drift velocity \(-M\,dU/dr\), and the outward flux density is
\[
J=-D\frac{dc}{dr}-Mc\frac{dU}{dr}.
\]
The coefficient \(M\) is not independent of \(D\). Without capture, equilibrium requires \(J=0\) with \(c\propto e^{-U/k_BT}\), for which \(dc/dr=-(c/k_BT)\,dU/dr\). This gives \(M=D/k_BT\), the Einstein relation. The usual electrical mobility is \(\mu=eM=eD/k_BT\).

From (3), \(dU/dr=+k_BT\,r_c/r^2\). The inward flux density \(j=-J\) is therefore
\[
j=D\left(\frac{dc}{dr}+\frac{r_c}{r^2}\,c\right). \tag{4}
\]
Both terms are positive when they carry electrons inward. The steady condition is again \(4\pi r^2j=I\), or
\[
\frac{dc}{dr}+\frac{r_c}{r^2}\,c=\frac{I}{4\pi D\,r^2}. \tag{5}
\]

This first-order equation is solved with an integrating factor. Since
\[
\frac{d}{dr}e^{-r_c/r}=\frac{r_c}{r^2}e^{-r_c/r},
\]
multiplying (5) by \(e^{-r_c/r}\) turns its left side into a single derivative:
\[
\frac{d}{dr}\left[c\,e^{-r_c/r}\right]=\frac{I}{4\pi D}\,\frac{e^{-r_c/r}}{r^2}
=\frac{I}{4\pi Dr_c}\,\frac{d}{dr}e^{-r_c/r}. \tag{6}
\]
Integrate from \(R\) to infinity. On the left, the upper end gives \(c_0\), because the exponential tends to one, and the lower end gives zero, because \(c(R)=0\). Therefore
\[
c_0=\frac{I}{4\pi Dr_c}\left(1-e^{-r_c/R}\right),
\]
and, with \(x=r_c/R\),
\[
k=\frac{4\pi Dr_c}{1-e^{-r_c/R}},\qquad
f\equiv\frac{k}{k_0}=\frac{x}{1-e^{-x}}. \tag{7}
\]
The comparison is made at equal \(D\) and \(R\). If the acceptor also moves, independently of the electron apart from their attraction, \(D\) is the sum of the two diffusion coefficients.

**Limit: weak attraction.** For small \(x\), \(1-e^{-x}=x(1-x/2+x^2/6-\dots)\). Inverting the bracket to second order gives
\[
f=1+\frac x2+\frac{x^2}{12}+\dots
\]
The quadratic coefficient is \(1/4-1/6\). The neutral result returns as \(x\to0\).

**Does attraction always help?** The exponential lies above its tangent, so \(e^{-x}>1-x\) for \(x\ne0\), which means \(1-e^{-x}<x\). For \(x>0\) both sides are positive, and \(f>1\) follows. Reversing the sign of the acceptor's charge reverses the sign of \(r_c\) in (4), and the same integration holds with \(x<0\). Writing \(x=-|x|\),
\[
f=\frac{|x|}{e^{|x|}-1}<1 .
\]
For \(x=-2\) this is 0.313, so repulsion of that strength removes about two thirds of the neutral rate.

## 3. Where the electrons are

Integrating (6) from \(R\) to a general \(r\), and using \(I/(4\pi Dr_c)=c_0/(1-e^{-x})\), gives
\[
c\,e^{-r_c/r}=\frac{c_0}{1-e^{-x}}\left(e^{-r_c/r}-e^{-x}\right),\qquad
\frac{c(r)}{c_0}=\frac{1-e^{r_c/r-x}}{1-e^{-x}}. \tag{8}
\]
As \(r\) grows, \(e^{r_c/r-x}\) falls, so \(c\) rises steadily from zero to \(c_0\). The attraction does not pile electrons up around a perfect sink. The equilibrium crowding \(c_0e^{r_c/r}\) would need electrons that can come back out, and here none do.

The depletion that remains is
\[
1-\frac{c(r)}{c_0}=\frac{e^{r_c/r}-1}{e^{x}-1}. \tag{9}
\]
For \(x\to0\) it becomes \(R/r\), as in (1). For large \(x\) its distant part, \(r_c/[r(e^x-1)]\), is exponentially small.

The drift term of (4) carries the fraction
\[
\frac{4\pi Dr_c\,c(r)}{kc_0}=1-e^{r_c/r-x} \tag{10}
\]
of the current. At the surface this is zero, since \(c(R)=0\), and diffusion makes the final delivery. Close to \(R\) the exponent is \(r_c/r-r_c/R\approx-(r-R)r_c/R^2\). For large \(x\), drift therefore takes over within a layer of thickness \(R^2/r_c\), which is much thinner than \(R\).

**Limit: strong attraction.** When \(e^{-x}\ll1\),
\[
k\to4\pi Dr_c=\frac{De^2}{\varepsilon_0\varepsilon_rk_BT}=\frac{e\mu}{\varepsilon_0\varepsilon_r}. \tag{11}
\]
The capture radius has dropped out, and so has the temperature if \(\mu\) is held fixed. Several layer thicknesses away from the surface the concentration is close to \(c_0\), and the drift speed is \(\mu e/(4\pi\varepsilon_0\varepsilon_rr^2)\). Multiplied by the area \(4\pi r^2\), this gives (11) at every such distance.

## 4. An imperfect sink

Capture at contact may need several attempts. Let the current be \(I=k_ac(R)\), where \(k_a\) measures the reactivity at contact. Integrating (6) between the same limits now leaves a term at \(R\):
\[
c_0-\frac{I}{k_a}e^{-x}=\frac{I}{4\pi Dr_c}\left(1-e^{-x}\right).
\]
Division by \(I\) gives the reciprocal of the new rate coefficient \(k'=I/c_0\):
\[
\frac1{k'}=\frac1k+\frac{e^{-x}}{k_a}. \tag{12}
\]
For \(k_a\to\infty\) the perfect sink returns. For \(k_a\to0\), \(k'\to k_ae^{x}\), the contact reactivity times the equilibrium crowding at \(R\).

Take \(k_a=k_0\) as an intermediate case. A neutral acceptor then loses half its rate. For the charged one, (12) becomes \(1/k'=(1+fe^{-x})/k\), and the loss is negligible when \(x\) is large. An electron that fails to react is held close by the field and tries again. In this case electrons do pile up: \(c(R)/c_0=k'/k_0\), which is close to \(f\).

## 5. Numbers for a low-permittivity film

Take round model parameters: \(\varepsilon_r=4\), \(T=300\) K, \(R=1\) nm, \(D=10^{-7}\) m²/s, and isolated cations at a density \(n=10^{21}\) m⁻³. The thermal energy is 25.85 meV, and (3) gives \(r_c=13.9\) nm. Then \(x=13.9\), \(e^{-x}=9.0\times10^{-7}\), and the denominator of \(f\) is one for practical purposes:
\[
f=\frac{13.9}{1-9.0\times10^{-7}}\approx13.9 .
\]
The two rate coefficients are
\[
k_0=4\pi(10^{-7})(10^{-9})=1.26\times10^{-15}\ \text{m}^3/\text{s},
\]
\[
k=13.9\,k_0=1.75\times10^{-14}\ \text{m}^3/\text{s}.
\]
In molar units they are \(7.6\times10^{11}\) and \(1.05\times10^{13}\) L/(mol s). The mobility is \(3.87\times10^{-6}\) m²/(V s), and (11) gives the same \(1.75\times10^{-14}\) m³/s.

If acceptors far outnumber electrons and no other loss competes, the electron population decays with a lifetime of about \(1/(kn)\). This is 57 ns for the cations and 796 ns for neutral acceptors of the same size. Both times scale as \(1/D\), and \(D\) here is an assumed value. They also refer to an unbounded medium. The distance \(\sqrt{6Dt}\) travelled in these times is about 190 and 690 nm, so in a film a few tens of nanometres thick the electron would meet the interfaces many times before capture.

**Varying the permittivity.** With the other parameters fixed, \(\varepsilon_r=10\) gives \(r_c=5.6\) nm and \(f=5.6\). At \(\varepsilon_r=40\), \(r_c=1.4\) nm and \(f=1.85\). At \(\varepsilon_r=80\), \(r_c=0.70\) nm and \(f=1.39\), which the weak-attraction series already reproduces: \(1+0.35+0.04\). The large enhancement thus belongs to media that shield the charge poorly.

**Varying the contact distance.** Return to \(\varepsilon_r=4\). Doubling \(R\) to 2 nm raises \(k\) by 0.1 percent, and tripling it to 3 nm raises \(k\) by 1 percent. The neutral rate doubles and triples. The factor \(f\) itself falls to 7.0 and 4.7, because its denominator \(k_0\) grows.

This insensitivity matters for the credibility of the result. At \(R=1\) nm the layer thickness \(R^2/r_c\) is 0.07 nm, less than the spacing between atoms. Equation (8) gives \(c/c_0=0.48\) at \(r=1.05R\), 0.90 at \(1.2R\) and 0.999 at \(2R\), but a continuum description cannot be trusted to resolve the first two of these. The rate does not need them. If every electron that comes within 3 nm is eventually captured, the absorbing sphere may be placed there, and the motion has to be diffusive, with a drift proportional to the field, only outside it. The second condition is doubtful close to the cation: the local force times a hop of 0.5 nm is about \(7k_BT\) at 1 nm, but \(0.8k_BT\) at 3 nm. The corresponding fields are 3.6 and 0.4 MV/cm. In a rough estimate where downhill hops of 0.5 nm saturate at the field-free rate, \(k\) falls by 2 to 4 percent, which is more than the change of radius produces. If some electrons leave again, the rate is lower than this choice gives.

## 6. How soon the steady rate applies

With the field present, conservation of electrons reads
\[
\frac{\partial c}{\partial t}=\frac{D}{r^2}\frac{\partial}{\partial r}\left(r^2\frac{\partial c}{\partial r}+r_cc\right).
\]
For a uniform concentration the bracket is the constant \(r_cc_0\), and the right side vanishes. The Coulomb drift brings as many electrons into each shell as it takes out. A uniform start is therefore disturbed only from the absorbing surface outward. By (9), strong attraction leaves almost nothing to adjust beyond several thicknesses of the thin layer at the surface. The time to diffuse across that layer is about
\[
\frac{(R^2/r_c)^2}{D}=\frac{R^2}{Dx^2}.
\]

In the example \(R^2/D=10\) ps, and the layer time is \(10/13.9^2\approx0.05\) ps. At \(t=10\) ps, equation (2) puts the neutral rate still \(1/\sqrt\pi=56\) percent above its steady value. For the charged acceptor, the equation above was integrated numerically from a uniform start, with finite volumes on a logarithmic radial grid and implicit time steps. At 10 ps its rate differs from the steady one by less than 0.1 percent. This figure belongs to the continuum model with \(R=1\) nm, whose layer time is shorter than a single hop of 0.5 nm, \(l^2/6D\approx0.4\) ps. With the absorbing sphere at 3 nm, the excess is still 20 percent at 10 ps and 4 percent at 100 ps. Both settling processes are far advanced within the respective capture lifetimes.

## 7. Where the formula stops

The derivation treats one acceptor at a time, so the regions of strong attraction must not overlap. Here \(nr_c^3=2.7\times10^{-3}\), and the typical spacing \(n^{-1/3}=100\) nm is well above \(r_c\). The measure reaches one at \(n=10^{21}/(2.7\times10^{-3})\approx4\times10^{23}\) m⁻³. Spheres of radius \(r_c\) already touch at about \(5\times10^{22}\) m⁻³. At such densities an electron feels several acceptors at once, and the derivation of (7) no longer applies. The strong-attraction rate need not fail for that reason alone. Give each cation a spherical cell of volume \(1/n\) with the compensating negative charge spread evenly through it. The field then vanishes at the cell boundary, and away from the absorbing layer a uniform concentration decays at the rate \(e\mu n/(\varepsilon_0\varepsilon_r)\), which is (11) times \(n\). The outcome therefore depends on where the anions actually are. Acid generators in working resists are commonly loaded at around \(10^{26}\) m⁻³, far beyond this limit. The numbers of section 5 therefore describe isolated cations in a dilute film, not a working resist.

The bare Coulomb field is an equally strong condition. A cation that sits beside its own anion forms a pair with no net charge, and its distant field is not the one in (3). Pairing is strong at \(\varepsilon_r=4\). For \(10^{21}\) m⁻³ of salt in equilibrium, a Bjerrum estimate leaves about half of the cations free at a contact distance of 1 nm and about a tenth at 0.7 nm. Mobile ions in the film would also screen the attraction. Even at \(n=10^{21}\) m⁻³ the Debye length is 53 to 76 nm, for both ions or only the anions mobile, and a Debye-screened potential lowers \(k\) by 14 to 18 percent. Equation (7) then cannot be used with the unscreened \(r_c\). The positive charge left behind by ionization matters as well, because it attracts the electron with the same \(r_c\). Suppose that it is a perfect sink and that an electron thermalizes at a distance \(r_0\) from it. If the radius of the sink is much smaller than both \(r_0\) and \(r_c\), the electron escapes with a probability of about \(e^{-r_c/r_0}\), which is only 6 percent for \(r_0=5\) nm in the example. Equation (7) applies to the electrons that have escaped.

Finally, \(k\) counts captured electrons. The acid yield also depends on what each capture leads to, which this calculation does not address.
